# Elastic Interaction of a Dilatational Impurity with an Edge Dislocation: a program that tests the result

```python
"""
Result under test: a dilatational impurity near a straight edge dislocation has
    E = A sin(theta)/r,   A = mu b (1+nu) DeltaV / (3 pi (1-nu)).
The line is along z, the extra half-plane is y>0, and b is the jump of u_x from
theta=-pi to theta=+pi. mu: shear modulus, nu: Poisson ratio, K: bulk modulus,
DeltaV: volume change of a traction-free body caused by one impurity,
P = K DeltaV: strength of its isotropic force dipole.
Internal units: nm, eV, eV/nm^3. Material inputs are rough values for silicon
with interstitial oxygen.
"""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import dblquad

pi = np.pi
GPA = 1e9 * 1e-27 / sc.e             # one GPa in eV/nm^3

# Rough inputs
c11, c12, c44 = 166.0, 64.0, 80.0    # GPa
b = 0.384                            # nm
relax_volume = 0.013                 # nm^3 per oxygen atom
atomic_volume = 0.020                # nm^3 per silicon atom
temperature = 1200.0                 # K
oxygen_density = 1e18                # cm^-3
bond_density = 1e23                  # cm^-3, two bonds per silicon atom
dislocation_density = 1e8            # cm^-2
softening = 1e-4                     # fractional modulus loss per K
bulk_pressure_derivative = 4.0       # dK/dp
force_arm = 0.16                     # nm, impurity to neighbour

K = (c11 + 2*c12) / 3 * GPA
mu = (c11 - c12 + 3*c44) / 5 * GPA   # uniform-strain orientation average
nu = (3*K - 2*mu) / (2*(3*K + mu))
lam = K - 2*mu/3
P = K * relax_volume
kT = sc.k * temperature / sc.e
A = mu*b*(1+nu)*relax_volume / (3*pi*(1-nu))


def energy_formula(x, y):
    return A * y / (x*x + y*y)


# Dislocation displacement: equilibrium and dilatation, symbolically
X, Y = sp.symbols("x y", real=True)
B, V = sp.symbols("b nu", positive=True)
R2 = X**2 + Y**2
ux = B/(2*sp.pi) * (sp.atan2(Y, X) + X*Y/(2*(1-V)*R2))
uy = -B/(2*sp.pi) * ((1-2*V)/(4*(1-V))*sp.log(R2)
                     + (X**2-Y**2)/(4*(1-V)*R2))
dil = sp.diff(ux, X) + sp.diff(uy, Y)
for comp, var in ((ux, X), (uy, Y)):
    balance = (sp.diff(comp, X, 2) + sp.diff(comp, Y, 2)
               + sp.diff(dil, var)/(1-2*V))
    assert sp.simplify(balance) == 0
assert sp.simplify(dil + B*(1-2*V)*Y/(2*sp.pi*(1-V)*R2)) == 0


def numeric(expr):
    return sp.lambdify((X, Y), expr.subs({B: b, V: nu}), "numpy")


disp_x, disp_y = numeric(ux), numeric(uy)
strain_xx = numeric(sp.diff(ux, X))
strain_yy = numeric(sp.diff(uy, Y))
strain_xy = numeric((sp.diff(ux, Y) + sp.diff(uy, X))/2)


def energy_strain(x, y):
    return -P * (strain_xx(x, y) + strain_yy(x, y))


# Complex-potential form of the same displacement
alpha = (lam+3*mu) / (4*mu*(lam+2*mu))
beta = (lam+mu) / (4*mu*(lam+2*mu))
c = -1j*mu*b/pi
for z in (0.7+0.4j, -1.2+0.8j, 0.3-1.5j):
    U = (alpha*c*np.log(z) - beta*np.conj(c)*z/np.conj(z)
         - beta*c*np.log(np.conj(z)))
    assert abs(U - disp_x(z.real, z.imag) - 1j*disp_y(z.real, z.imag)) < 1e-12

# Burgers jump and absence of a net force on the line
jump_x = disp_x(-1.0, 1e-10) - disp_x(-1.0, -1e-10)
jump_y = disp_y(-1.0, 1e-10) - disp_y(-1.0, -1e-10)
assert abs(jump_x-b) < 1e-8 and abs(jump_y) < 1e-8
angles = np.arange(360) * 2*pi/360
cx, cy = np.cos(angles), np.sin(angles)
exx, eyy, exy = strain_xx(cx, cy), strain_yy(cx, cy), strain_xy(cx, cy)
sxx = lam*(exx+eyy) + 2*mu*exx
syy = lam*(exx+eyy) + 2*mu*eyy
sxy = 2*mu*exy
assert abs(np.mean(sxx*cx + sxy*cy)) < 1e-10
assert abs(np.mean(sxy*cx + syy*cy)) < 1e-10


# Radial finite elements: volumes produced by an isotropic dipole in a sphere
def sphere_volumes(bulk, shear, dipole):
    core, outer = 0.1, 2.0
    r = np.concatenate((np.linspace(0, core, 101),
                        np.geomspace(core, outer, 501)[1:]))
    first = bulk - 2*shear/3
    stiff, load = np.zeros((len(r), len(r))), np.zeros(len(r))
    source = dipole / (4*pi*core**3/3)
    for i in range(len(r)-1):
        h, mid = r[i+1]-r[i], (r[i+1]+r[i])/2
        shell = 4*pi*(r[i+1]**3-r[i]**3)/3
        radial = np.array([-1/h, 1/h])
        hoop = np.array([1/(2*mid), 1/(2*mid)])
        stiff[i:i+2, i:i+2] += shell*(
            (first+2*shear)*np.outer(radial, radial)
            + 2*first*(np.outer(radial, hoop)+np.outer(hoop, radial))
            + 4*(first+shear)*np.outer(hoop, hoop))
        if i < 100:
            load[i:i+2] += source*shell*(radial+2*hoop)
    u = np.zeros(len(r))
    u[1:] = np.linalg.solve(stiff[1:, 1:], load[1:])
    return 4*pi*outer**2*u[-1], 4*pi*core**2*u[100]


for shear in (mu, 0.3*mu):
    total, local = sphere_volumes(K, shear, P)
    ratio = (3*K-2*shear) / (2*(3*K+shear))
    # Tolerance covers mesh error and the finite outer radius.
    assert abs(total/(P/K)-1) < 1e-3
    assert abs(local/(P/(K+4*shear/3))-1) < 2e-3
    assert abs(local/total - (1+ratio)/(3*(1-ratio))) < 2e-3
fe_total, fe_local = sphere_volumes(K, mu, P)
local_volume = P/(K+4*mu/3)


# Independent energy: slip the cut half-plane in the impurity's stress field
def energy_cut(x0, y0):
    def shear_stress(z, x):
        dx, dy = x-x0, -y0
        return (2*mu*local_volume/(4*pi)
                * (-3*dx*dy)/(dx*dx+dy*dy+z*z)**2.5)
    value, _ = dblquad(shear_stress, -np.inf, 0, 0, np.inf,
                       epsabs=1e-8, epsrel=1e-7)
    return -2*b*value


cut = {}
for point in ((0, -1), (0, -2), (0, -4), (0, 1), (0.7, 0.9), (-0.8, -1.1)):
    cut[point] = energy_cut(*point)
    assert abs(cut[point]-energy_formula(*point)) < 1e-5
    assert abs(energy_strain(*point)-energy_formula(*point)) < 1e-10
assert abs(cut[(0, -1)]/cut[(0, -2)]-2) < 1e-3
assert abs(cut[(0, -2)]/cut[(0, -4)]-2) < 1e-3
tension = 3*K*(strain_xx(0., -1.)+strain_yy(0., -1.))
assert tension > 0 and cut[(0, -1)] < 0 < cut[(0, 1)]

# Force magnitude and thermal contour
step = 1e-4
for angle in (-2.0, -0.6, 0.3, 1.4):
    x, y = 1.5*np.cos(angle), 1.5*np.sin(angle)
    fx = -(energy_strain(x+step, y)-energy_strain(x-step, y))/(2*step)
    fy = -(energy_strain(x, y+step)-energy_strain(x, y-step))/(2*step)
    assert abs(np.hypot(fx, fy)-A/1.5**2) < 1e-6
diameter = A/kT
for angle in (-2.5, -1.0, 0.2, 1.1):
    x = diameter/2*np.cos(angle)
    y = -diameter/2 + diameter/2*np.sin(angle)
    assert abs(energy_strain(x, y)+kT) < 1e-10


# Finite force pairs along the axes; the z pair does no work in plane strain
def energy_pairs(arm, x, y):
    force = P/(2*arm)
    return -force*(disp_x(x+arm, y)-disp_x(x-arm, y)
                   + disp_y(x, y+arm)-disp_y(x, y-arm))


E1 = energy_strain(0., -1.)
pair_shift = energy_pairs(force_arm, 0., -1.)-E1
half_shift = energy_pairs(force_arm/2, 0., -1.)-E1
assert 3.7 < pair_shift/half_shift < 4.3

# Cubic anisotropy: x=[110], y=[001], z=[1,-1,0]
axes = np.array([[1, 1, 0], [0, 0, np.sqrt(2)], [1, -1, 0]])/np.sqrt(2)


def cubic_stiffness(a11, a12, a44):
    d = np.eye(3)
    return (a12*np.einsum("ij,kl->ijkl", d, d)
            + a44*(np.einsum("ik,jl->ijkl", d, d)
                   + np.einsum("il,jk->ijkl", d, d))
            + (a11-a12-2*a44)*np.einsum("im,jm,km,lm->ijkl",
                                       axes, axes, axes, axes))


def energy_anisotropic(C, x, y):
    Q, R, T = C[:, 0, :, 0], C[:, 0, :, 1], C[:, 1, :, 1]
    inverse = np.linalg.inv(T)
    matrix = np.block([[-inverse@R.T, inverse],
                       [R@inverse@R.T-Q, -R@inverse]])
    roots, vectors = np.linalg.eig(matrix)
    keep = roots.imag > 0
    roots, vectors = roots[keep], vectors[:, keep]
    top, bottom = vectors[:3], vectors[3:]
    norm = np.sqrt(2*np.sum(top*bottom, axis=0)+0j)
    top, bottom = top/norm, bottom/norm
    weight = (bottom.T@np.array([b, 0, 0]))/(x+roots*y)
    grad_x = (top@weight).imag/pi
    grad_y = (top@(roots*weight)).imag/pi
    return -P*(grad_x[0]+grad_y[1])


nearly_isotropic = cubic_stiffness(lam+2*mu, lam, mu*1.001)
for x, y in ((0., -1.), (0.8, -0.6), (-0.5, 1.2)):
    # Tolerance covers the deliberate 0.1 percent anisotropy.
    assert abs(energy_anisotropic(nearly_isotropic, x, y)
               / energy_formula(x, y)-1) < 5e-3
silicon = cubic_stiffness(c11*GPA, c12*GPA, c44*GPA)
aniso_below = energy_anisotropic(silicon, 0., -1.)
scan = np.radians(np.arange(-179, 0))
aniso_scan = np.array([energy_anisotropic(silicon, np.cos(t), np.sin(t))
                       for t in scan])
deep = int(np.argmin(aniso_scan))
deep_offset = abs(np.degrees(scan[deep])+90)

# Strong directional case: the whole dipole points along one of four bonds
bonds = np.array([[1, 1, 1], [1, 1, -1], [1, -1, 1], [-1, 1, 1]])/np.sqrt(3)
bonds = bonds@axes.T


def bond_energies(x, y):
    e = np.zeros((3, 3))
    e[0, 0], e[1, 1] = strain_xx(x, y), strain_yy(x, y)
    e[0, 1] = e[1, 0] = strain_xy(x, y)
    return -3*P*np.einsum("ni,ij,nj->n", bonds, e, bonds)


def bond_free_energy(x, y):
    return -kT*np.log(np.mean(np.exp(-bond_energies(x, y)/kT)))


for x, y in ((0.8, -1.3), (-0.6, 0.9)):
    assert abs(np.mean(bond_energies(x, y))-energy_formula(x, y)) < 1e-10

# Other neglected effects at 1 nm below the line
e1, e2, e3 = strain_xx(0., -1.), strain_yy(0., -1.), strain_xy(0., -1.)
energy_density = lam*(e1+e2)**2/2 + mu*(e1*e1+e2*e2+2*e3*e3)
modulus_scale = -atomic_volume*energy_density
pressure = E1/relax_volume
nonlinear = bulk_pressure_derivative*abs(pressure)/K
enrichment = np.exp(-E1/kT)
occupancy = oxygen_density/bond_density*enrichment
spacing = 1e7/np.sqrt(dislocation_density)
hartree = sc.physical_constants["Hartree energy in eV"][0]
bohr = sc.physical_constants["Bohr radius"][0]*1e9

print("INPUTS (rough values: oxygen in silicon)")
print(f"C11, C12, C44 = {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"Burgers magnitude b = {b:.3f} nm")
print(f"relaxation volume DeltaV = {relax_volume:.4f} nm^3")
print(f"silicon atomic volume = {atomic_volume:.3f} nm^3")
print(f"temperature = {temperature:.0f} K; kT = {kT:.4f} eV")
print(f"oxygen density = {oxygen_density:.1e} cm^-3")
print(f"bond-site density = {bond_density:.1e} cm^-3")
print(f"dislocation density = {dislocation_density:.1e} cm^-2")
print("INTERMEDIATE VALUES")
print(f"bulk modulus K = {K/GPA:.2f} GPa")
print(f"shear modulus mu = {mu/GPA:.2f} GPa")
print(f"Poisson ratio nu = {nu:.4f} (no unit)")
print(f"dipole strength P = {P:.3f} eV")
print(f"infinite-medium volume dv = {local_volume:.5f} nm^3")
print(f"finite elements: DeltaV = {fe_total:.5f} nm^3")
print(f"finite elements: dv = {fe_local:.5f} nm^3")
print("INTERACTION")
print(f"strength A = {A:.4f} eV nm")
print(f"strength A = {A/hartree/bohr:.4f} hartree bohr")
for distance in (1, 2, 3, 5, 10):
    print(f"E below line, r={distance} nm: "
          f"{energy_strain(0., -float(distance)):.4f} eV")
print(f"E above line, r=1 nm: {energy_strain(0., 1.):.4f} eV")
s = np.sqrt(0.5)
print(f"E at theta=-45 deg, r=1 nm: {energy_strain(s, -s):.4f} eV")
print(f"E on glide plane, r=1 nm: {abs(energy_strain(1., 0.)):.4f} eV")
print(f"cut-work E below line, r=1 nm: {cut[(0, -1)]:.4f} eV")
print(f"force magnitude at r=1 nm: {A:.4f} eV/nm")
print(f"diameter of contour E=-kT: {diameter:.2f} nm")
print(f"Boltzmann enrichment, 1 nm below: {enrichment:.1f} (no unit)")
print("NEGLECTED EFFECTS (1 nm below line unless stated)")
print(f"dilatation = {100*(e1+e2):.2f} percent")
print(f"pressure = {pressure/GPA:.2f} GPa")
print(f"assumed dK/dp = {bulk_pressure_derivative:.1f} (no unit)")
print(f"nonlinear change of K, size = {100*nonlinear:.1f} percent")
print(f"modulus-change energy, size = {modulus_scale:.4f} eV")
print(f"anisotropic elasticity: E = {aniso_below:.4f} eV")
print(f"anisotropic minimum at r=1 nm: {aniso_scan[deep]:.4f} eV")
print(f"its angle from straight below = {deep_offset:.0f} deg")
be = bond_energies(0., -1.)
print(f"uniaxial bond energies: {be.min():.4f} to {be.max():.4f} eV")
print(f"uniaxial free energy, r=1 nm: {bond_free_energy(0., -1.):.4f} eV")
print(f"uniaxial free energy, r=3 nm: {bond_free_energy(0., -3.):.4f} eV")
print(f"uniaxial, glide plane, r=1 nm: {bond_free_energy(1., 0.):.4f} eV")
print(f"assumed force arm = {force_arm:.2f} nm")
print(f"finite-size energy shift = {pair_shift:.4f} eV")
print(f"assumed softening = {softening:.1e} per K")
print(f"softening from 300 K = {100*softening*(temperature-300):.1f} percent")
print(f"oxygen site occupancy = {occupancy:.2e} (no unit)")
print(f"dislocation spacing = {spacing:.0f} nm")
print(f"energy scale A/spacing = {1000*A/spacing:.3f} meV")
print("all assertions hold")
```

Output:

```
INPUTS (rough values: oxygen in silicon)
C11, C12, C44 = 166, 64, 80 GPa
Burgers magnitude b = 0.384 nm
relaxation volume DeltaV = 0.0130 nm^3
silicon atomic volume = 0.020 nm^3
temperature = 1200 K; kT = 0.1034 eV
oxygen density = 1.0e+18 cm^-3
bond-site density = 1.0e+23 cm^-3
dislocation density = 1.0e+08 cm^-2
INTERMEDIATE VALUES
bulk modulus K = 98.00 GPa
shear modulus mu = 68.40 GPa
Poisson ratio nu = 0.2169 (no unit)
dipole strength P = 7.952 eV
infinite-medium volume dv = 0.00673 nm^3
finite elements: DeltaV = 0.01300 nm^3
finite elements: dv = 0.00673 nm^3
INTERACTION
strength A = 0.3514 eV nm
strength A = 0.2440 hartree bohr
E below line, r=1 nm: -0.3514 eV
E below line, r=2 nm: -0.1757 eV
E below line, r=3 nm: -0.1171 eV
E below line, r=5 nm: -0.0703 eV
E below line, r=10 nm: -0.0351 eV
E above line, r=1 nm: 0.3514 eV
E at theta=-45 deg, r=1 nm: -0.2485 eV
E on glide plane, r=1 nm: 0.0000 eV
cut-work E below line, r=1 nm: -0.3514 eV
force magnitude at r=1 nm: 0.3514 eV/nm
diameter of contour E=-kT: 3.40 nm
Boltzmann enrichment, 1 nm below: 29.9 (no unit)
NEGLECTED EFFECTS (1 nm below line unless stated)
dilatation = 4.42 percent
pressure = -4.33 GPa
assumed dK/dp = 4.0 (no unit)
nonlinear change of K, size = 17.7 percent
modulus-change energy, size = -0.0147 eV
anisotropic elasticity: E = -0.3475 eV
anisotropic minimum at r=1 nm: -0.3475 eV
its angle from straight below = 0 deg
uniaxial bond energies: -0.5271 to -0.1757 eV
uniaxial free energy, r=1 nm: -0.4588 eV
uniaxial free energy, r=3 nm: -0.1329 eV
uniaxial, glide plane, r=1 nm: -0.7343 eV
assumed force arm = 0.16 nm
finite-size energy shift = -0.0052 eV
assumed softening = 1.0e-04 per K
softening from 300 K = 9.0 percent
oxygen site occupancy = 2.99e-04 (no unit)
dislocation spacing = 1000 nm
energy scale A/spacing = 0.351 meV
all assertions hold
```
